# Gate-offset screening in the static functional renormalization group of the Anderson dot, part 1

(Sections cited here and not found follow in the second part.)

## The flow equation and the exponential law

Someone who runs a static functional renormalization-group calculation for a quantum dot with a smooth frequency cutoff must decide where the gate energy enters: in the bare propagator, which the cutoff multiplies, or in the initial value of the self-energy. The two choices describe the same dot, yet after truncation they give different levels. For an interaction four times the level half width, the smooth cutoff factor $\omega^2/(\omega^2+\Lambda^2)$ leaves 34% of a small gate offset with the first choice and 28% with the second. The second number is the one given by

$$
V(0)=V_g\,e^{-U/(\pi\Gamma)},
$$

where $V_g$ is the offset, $V(0)$ the static level at the end of the flow, $U$ the interaction and $\Gamma$ the half width. The law belongs to the truncated flow at linear order in $V_g$. How far it represents the Anderson model itself is a separate question, taken up once the law has been derived.

The dot has one orbital with two spin states, and its Hamiltonian is

$$
H_{\rm dot}=V_g\sum_\sigma n_\sigma+U\left(n_\uparrow-\tfrac12\right)\left(n_\downarrow-\tfrac12\right).
$$

Multiplying out the product gives $Un_\uparrow n_\downarrow-\tfrac U2(n_\uparrow+n_\downarrow)+\tfrac U4$. The orbital energy in the usual form of the model is therefore $\epsilon_d=V_g-U/2$, and $V_g=\epsilon_d+U/2$ measures the distance from the particle-hole symmetric point, where each spin state is half filled. The chemical potential is zero, the temperature is zero and there is no magnetic field, so both spins have the same propagator. We set $\hbar=1$.

The dot is coupled by amplitudes $t_k$ to lead states of energy $\epsilon_k$. Integrating out the leads adds the hybridization function $\sum_k|t_k|^2/(i\omega-\epsilon_k)$ to the inverse propagator with a minus sign. Let $\Gamma=\pi\sum_k|t_k|^2\delta(\epsilon-\epsilon_k)$ be independent of $\epsilon$ over a very wide symmetric band. Then

$$
\sum_k\frac{|t_k|^2}{i\omega-\epsilon_k}
=\frac{\Gamma}{\pi}\int d\epsilon\,\frac{-i\omega-\epsilon}{\omega^2+\epsilon^2}
=-i\Gamma\,{\rm sgn}\,\omega ,
$$

because the term odd in $\epsilon$ vanishes and $\int d\epsilon\,|\omega|/(\omega^2+\epsilon^2)=\pi$. For a static level $V$ the propagator is

$$
G(i\omega)=\frac{1}{Q(i\omega)-V},\qquad
Q(i\omega)=i\omega+i\Gamma\,{\rm sgn}\,\omega .
$$

Continued to real energies $\epsilon$ from above, this is $1/(\epsilon-V+i\Gamma)$. Its spectral function is a Lorentzian whose half width at half maximum is $\Gamma$. If the symbol $\Gamma$ were used for the full width, the exponent of the law would read $-2U/(\pi\Gamma)$.

The occupation of one spin state follows from the equal-time propagator. The interaction is written with $n_\sigma-\tfrac12$, so the average of the two time orderings is the quantity required, and this corresponds to a frequency integral taken symmetrically:

$$
n-\tfrac12=\int\frac{d\omega}{2\pi}\,G(i\omega).
$$

An isolated level confirms the sign. With $\Gamma=0$ the integral is $-\int\frac{d\omega}{2\pi}\frac{V}{\omega^2+V^2}=-\tfrac12{\rm sgn}\,V$, which makes a level above the chemical potential empty and one below it full.

To obtain the flow, replace $Q$ by a function $Q_\Lambda$ that suppresses propagation at $\Lambda=\infty$ and returns to $Q$ at $\Lambda=0$. We need the change of the self-energy when $Q_\Lambda$ changes. Take discrete frequencies first, with spacing $2\pi T$, and let one label $a$ stand for spin and frequency. The Grassmann integral for the partition function has the weight

$$
\exp\Big(\sum_aQ_aN_a-S_{\rm rest}\Big),\qquad N_a=\bar\psi_a\psi_a ,
$$

where $S_{\rm rest}$ contains the interaction and the gate term. For $S_{\rm rest}=0$ each mode contributes a factor $Q_a$ to $Z$, up to a constant, so $\partial\ln Z/\partial Q_a=1/Q_a$. This fixes the convention

$$
G_a=\frac{\partial\ln Z}{\partial Q_a}=\langle N_a\rangle .
$$

A second derivative gives the response of one propagator to a change in another mode. We split off the part present without interaction and use the remainder to define the vertex $\gamma_{ab}$:

$$
\frac{\partial G_a}{\partial Q_b}=-\delta_{ab}G_a^2-G_a^2\,\gamma_{ab}\,G_b^2 .
$$

The self-energy, with the gate included, is $\Sigma_a=Q_a-1/G_a$. Its differential is $d\Sigma_a=dQ_a+dG_a/G_a^2$. Inserting the response gives

$$
d\Sigma_a=dQ_a-dQ_a-\sum_b\gamma_{ab}G_b^2\,dQ_b
=\sum_b\gamma_{ab}\left(-G_b^2\,dQ_b\right).
$$

The bracket is the change of $G_b=1/(Q_b-\Sigma_b)$ when $Q_b$ varies and $\Sigma_b$ is held fixed. Hence

$$
\frac{d\Sigma_a}{d\Lambda}=\sum_b\gamma_{ab}\,\frac{\partial G_b}{\partial\Lambda}\bigg|_{\Sigma}.
$$

No approximation has been made so far. The essential feature is the derivative at fixed self-energy: the reaction of $\Sigma_b$ to the change is already contained in the full vertex.

Two modes with $S_{\rm rest}=gN_1N_2$ show that the signs are right. Since $N_a^2=0$, the coefficient of $N_1N_2$ in the expanded weight is $Q_1Q_2-g$, and therefore $Z=Q_1Q_2-g$. Setting $Q_1=Q_2=Q$ after differentiation, with $Z=Q^2-g$, we have

$$
G=\frac QZ,\qquad
\frac{\partial G_1}{\partial Q_2}=\frac1Z-\frac{Q^2}{Z^2}=-\frac g{Z^2},\qquad
\gamma=\frac{g}{Z^2G^4}=\frac{gZ^2}{Q^4}.
$$

The self-energy is $\Sigma=Q-Z/Q=g/Q$, whose derivative with respect to $Q$ is $-g/Q^2$. The right-hand side of the flow equation is $-\gamma G^2=-(gZ^2/Q^4)(Q^2/Z^2)=-g/Q^2$, as it should be. The example also shows that $\gamma=g(1-g/Q^2)^2$ starts with $+g$, so a repulsive interaction is a positive vertex.

For the dot, the lowest-order vertex between opposite spins is $TU$. It vanishes between equal spins, because a local interaction without frequency dependence cannot act between two electrons in the same spin state. The static approximation keeps this vertex at all $\Lambda$: it drops both the frequency dependence that $\gamma$ acquires and any change of its size. The self-energy then has no frequency dependence either, and we call it $V$. With $T\sum_\omega\to\int d\omega/2\pi$,

$$
\frac{dV}{d\Lambda}
=U\int\frac{d\omega}{2\pi}\,\frac{\partial G_\Lambda(i\omega)}{\partial\Lambda}\bigg|_V
=U\,\frac{\partial n_\Lambda(V)}{\partial\Lambda}\bigg|_V .
$$

The gate term is part of $S_{\rm rest}$, so it belongs to $V$. At $\Lambda=\infty$ nothing propagates, the interaction contributes no loop, $n=\tfrac12$, and the initial value is $V(\infty)=V_g$. The Hartree energy $U/2$ of the half-filled dot does not appear separately because the symmetric form of the interaction has absorbed it.

The first regulator is a sharp frequency cutoff. Put $Q_\Lambda=Q/\theta$ with $\theta=1$ for $|\omega|>\Lambda$ and $\theta=0$ otherwise. Then $G_\Lambda=\theta/(Q-\theta V)$, which equals $1/(Q-V)$ outside the cutoff and zero inside. For $\omega>0$ the frequencies $\omega$ and $-\omega$ combine, with $w=\omega+\Gamma$, to

$$
\frac1{iw-V}+\frac1{-iw-V}=\frac{(-iw-V)+(iw-V)}{w^2+V^2}=-\frac{2V}{w^2+V^2}.
$$

The occupation from the frequencies outside the cutoff is therefore

$$
n_\Lambda-\tfrac12=-\frac1\pi\int_\Lambda^\infty d\omega\,\frac{V}{(\omega+\Gamma)^2+V^2}
=-\frac1\pi\arctan\frac{V}{\Gamma+\Lambda}.
$$

Only the lower limit depends on $\Lambda$ when $V$ is fixed. Differentiating the integral changes its sign once more, and the flow equation becomes

$$
\frac{dV}{d\Lambda}=\frac U\pi\,\frac{V}{(\Gamma+\Lambda)^2+V^2}.
$$

Integrating over frequency before differentiating has avoided any product of a step function with its own derivative.

The second regulator leaves all frequencies in place and broadens the level instead: $\Gamma$ is replaced by $\Gamma+\Lambda$. At $\Lambda=\infty$ the level is infinitely wide and half filled for any finite $V$. The occupation is the integral above with lower limit zero and $\omega+\Gamma+\Lambda$ in the denominator. Shifting $\omega$ by $\Lambda$ turns it into the integral for the sharp cutoff. The two regulators thus give the same function $n_\Lambda(V)$ and the same flow of $V$, for large offsets as well as small ones.

When $|V|\ll\Gamma$, the square of $V$ in the denominator can be dropped, and

$$
\frac{d\ln V}{d\Lambda}=\frac{U}{\pi(\Gamma+\Lambda)^2}.
$$

We integrate from $\Lambda$ up to infinity, where $V=V_g$:

$$
\ln\frac{V_g}{V(\Lambda)}=\frac U\pi\int_\Lambda^\infty\frac{d\Lambda'}{(\Gamma+\Lambda')^2}
=\frac{U}{\pi(\Gamma+\Lambda)} .
$$

At $\Lambda=0$ this is the stated law. It is convenient to write $u=U/(\pi\Gamma)$, so that $V(0)=V_ge^{-u}$. For $u\to0$ the gate moves the level by its full amount. An attractive interaction, $u<0$, would enlarge the offset.

The physical process is screening by charge. A gate that raises the level drains the dot; the electron of the opposite spin is then repelled less, and the level moves back. The flow adds this reaction in small portions, from high frequencies or large widths downwards. The scale on which it builds up is $\Gamma$: the exponent accumulated down to $\Lambda=10\,\Gamma$ is only $u/11$, and down to $\Lambda=\Gamma$ it is $u/2$, half of the final value. The early portions act on a larger level, so for $U=4\Gamma$ about 65% of the shift $V_g-V(0)$ is complete at $\Lambda=\Gamma$.

The same charge response gives a different answer in the self-consistent Hartree approximation. There the level obeys

$$
V=V_g+U\left(n-\tfrac12\right)=V_g-\frac U\pi\arctan\frac V\Gamma,
$$

and for a small offset $V=V_g-uV$, so $V=V_g/(1+u)$. The Hartree equation imposed at every $\Lambda$ would give $dV/d\Lambda=U\,dn_\Lambda/d\Lambda$ with the total derivative, which includes the change of $n$ caused by the change of $V$. The truncated flow has the partial derivative. In the linear regime the flow lets each portion of the response act on the current level $V(\Lambda)$, while Hartree theory lets the whole response act on the final level. For repulsion $V(\Lambda)$ exceeds the flow's own final level $V(0)$ at every $\Lambda>0$. The accumulated reaction $V_g-V(0)$ is therefore larger than $uV(0)$, which means $V(0)<V_g/(1+u)$: the flow screens more than Hartree theory. The expansions are

$$
e^{-u}=1-u+\frac{u^2}2-\dots,\qquad \frac1{1+u}=1-u+u^2-\dots,
$$

which agree at first order in $U$ and differ from the second order on.

As an example take $U=2$ meV, $\Gamma=0.5$ meV and $V_g=0.05$ meV. Then

$$
u=\frac{2}{\pi\times0.5}=1.273,\qquad e^{-u}=0.280,
$$

and the final level is $0.280\times0.05\ \text{meV}=0.0140$ meV, or 14.0 µeV. Without interaction the occupation per spin would be $\tfrac12-\arctan(0.1)/\pi=0.468$. With the level reduced to $0.028\,\Gamma$ it is $0.491$. The interaction holds the dot close to half filling, and the gate has to move further to change the charge by a given amount.

For small offsets, the truncated static flow gives $V(0)=V_ge^{-u}$ with either a sharp cutoff or a broadening of the level, and it screens the gate more strongly than Hartree theory. It remains to see how other regulators and the placement of the gate affect this result, how small the offset must be, and how far the law represents the Anderson model itself.
